# Trigonal field, spin-orbit coupling and the splitting of ruby's R lines, part 3

The problem is the splitting of the ${}^2E$ term of Cr$^{3+}$ ($d^3$) in ruby, seen as two red lines, into Kramers doublets $\bar E$ and $2\bar A$ by a trigonal field $V$ and spin-orbit coupling $H_{so}=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. Energies are in cm$^{-1}$; $\hbar=1$. For pure $t_2^3$ and second order,

$$E(2\bar A)-E(\bar E)=\frac{4\,v\,\zeta}{3\,\Delta},\qquad \Delta=E({}^2T_2)-E({}^2E).$$

The $t_2$ orbitals are $1=yz$, $2=zx$, $3=xy$; the $e$ orbitals $u\propto3z^2-1$, $w\propto x^2-y^2$ lie $10Dq$ higher. The operator $a^\dagger_\sigma$ creates spin $\sigma$ in orbital $a$. Within $t_2$,

$$V=\frac v3\sum_{a\ne b}\sum_\sigma a^\dagger_\sigma b_\sigma ,$$

and $K=-v/3$. Between $t_2$ and $e$, $v'=\langle x_+|V|u_+\rangle$, with $x_+=-(\omega\phi_1+\bar\omega\phi_2+\phi_3)/\sqrt3$, $u_+=-(u+iw)/\sqrt2$, $\omega=e^{2\pi i/3}$. The $e$–$e$ block vanishes.

With Racah parameters $B$, $C$ and energies measured from the ground term ${}^4A_2$, pure $t_2^3$ gives

$$E({}^2E)=E({}^2T_1)=3J=9B+3C,\qquad E({}^2T_2)=5J=15B+5C .$$

Here $U=(aa|aa)$, $U'=(aa|bb)$, $J=(ab|ab)$ are Coulomb integrals. The separation $\delta=E({}^2T_1)-E({}^2E)$ equals $U-U'-2J=0$ for pure $d$ orbitals in pure $t_2^3$; mixing with $t_2^2e$ and higher configurations makes it finite.

In $t_2^3$ the particle-hole map $\Gamma$ reverses $V$ and $H_{so}$, so they connect ${}^2E$ only to ${}^2T_2$ and odd orders vanish. The fourth-order splitting is $a_4+b_4/\delta$. Isolation of ${}^2E$ requires $v^2/\Delta$, $v\zeta/\Delta$, $\zeta^2/\Delta$ small against $\delta$. The $20\times20$ model uses $t_2^3$ states with assigned term energies; the full $d^3$ model has 120 states. A program checks the results numerically.

The orbital label of ${}^2E$ is the chirality $\chi=\mathbf S_1\cdot(\mathbf S_2\times\mathbf S_3)$, with $\mathbf S_a$ the spin in orbital $a$.

With $P$ projecting on ${}^2E$ and $P_T$ on term $T$, the cross term for exact cubic $d^3$ eigenstates is

$$H_\times=-\sum_T\frac{P\,(VP_TH_{so}+H_{so}P_TV)\,P}{E_T-E({}^2E)} .$$

First order still vanishes, since $E\times E$ contains neither $T_2$ nor the $T_1$ of the orbital momentum. Because $V$ is spin-free, $T$ must be a doublet, and because $E\times T_2=T_1+T_2$ it must be ${}^2T_1$ or ${}^2T_2$; $d^3$ has five of each. The sum is linear in $V$ and separates into a part in $v\zeta$ and a part in $v'\zeta$. Power counting in the mixing amplitude $\eta$, a Coulomb element of the order of the Racah parameters divided by $10Dq$, shows how the new paths scale. Paths through terms based on $t_2^2e$ have denominators of order $10Dq$ and vanish at least as $1/Dq$. The path through the lowest ${}^2T_1$ has the small denominator $\delta$, which is of order $\eta^2\,10Dq$. The element of $H_{so}$ between ${}^2E$ and ${}^2T_1$ is of order $\zeta\eta$, because $H_{so}$ connects the $t_2^3$ part of one term with the $t_2^2e$ admixture of the other. The $v'$ operator does the same and gives $v'\eta$. The $v$ operator conserves the number of $e$ electrons, needs the admixture on both sides and gives $v\eta^2$. So the ${}^2T_1$ path contributes $v'\zeta\eta^2/\delta\sim v'\zeta/10Dq$ and $v\zeta\eta^3/\delta\sim v\zeta\eta/10Dq$. Both vanish as $10Dq\to\infty$, where the sum must tend to $4v\zeta/[3(6B+2C)]$. The statement that the splitting runs through ${}^2T_2$ alone is exact for the second-order coefficient in that limit. It is also the limit in which $\delta\to0$, so for fixed $v$ and $\zeta$ second order then fails. The formula is meant for the intermediate range in which $\eta$ is small and $\delta$ is still large against $v^2/\Delta$.

The parameter $v$ can be tied to a second observable, so that the formula is not an empty definition of the product $v\zeta$. The term ${}^4T_2$ occurs once in $d^3$ and is pure $t_2^2e$. Its components with all spins up are generated from ${}^4A_2$ by the orbital momentum, since $T_1\times A_2=T_2$. The operator $L_z$ takes $xy$ to $x^2-y^2$, and its hops between the filled orbitals 1 and 2 are blocked. So $|T_3\rangle=1^\dagger2^\dagger w_3^\dagger|0\rangle$, and cyclically $|T_1\rangle=2^\dagger3^\dagger w_1^\dagger|0\rangle$ and $|T_2\rangle=3^\dagger1^\dagger w_2^\dagger|0\rangle$, with $w_3\propto x^2-y^2$, $w_1\propto y^2-z^2$, $w_2\propto z^2-x^2$. The three $w$ have equal norm and sum to zero, so their mutual overlap is $-\tfrac12$. The hop $1\to3$ takes $|T_3\rangle$ to $3^\dagger2^\dagger w_3^\dagger=-2^\dagger3^\dagger w_3^\dagger$, whose overlap with $|T_1\rangle$ is $+\tfrac12$. All off-diagonal elements are $v/6$, the eigenvalues are $v/3$ once and $-v/6$ twice, and the first-order trigonal splitting of ${}^4T_2$ is $|v|/2$. The $v'$ operator changes the configuration and does not enter at this order. The program asserts this magnitude.

For ruby the inputs are recalled two-figure sizes of empirical ligand-field fits for Cr$^{3+}$ in corundum, neither derived nor freely chosen: $10Dq=18000$, $B=650$, $C=3100$, $\zeta=180$, $v=800$ and $v'=700$ cm$^{-1}$, so $K=-266.7$ cm$^{-1}$. A rough optical value of the ${}^2T_2$–${}^2E$ gap is 6600 cm$^{-1}$. The first-order ${}^4T_2$ splitting for this $v$ is $800/2=400$ cm$^{-1}$. Higher orders in the trigonal field raise it, at $\zeta=0$, to about 423 cm$^{-1}$ for $v'=0$ and 450 cm$^{-1}$ for $v'=700$ (not printed by the program), so the first-order rule fixes $v$ only to about 10%. The numerator of the formula is

$$\tfrac43\,v\zeta=\tfrac43\times800\times180=\tfrac43\times1.44\times10^5=1.92\times10^5\ {\rm cm^{-2}} .$$

Three denominators are on offer. Pure $t_2^3$ puts ${}^2E$ at $9B+3C=15150$ and ${}^2T_2$ at $15B+5C=25250$, so $\Delta=10100$ and the splitting is $192000/10100=19.0$ cm$^{-1}$. Diagonalizing the cubic $d^3$ problem lowers the terms to $E({}^2E)=14157$, $E({}^2T_1)=14710$ and $E({}^2T_2)=21460$, so $\Delta=21460-14157=7303$, $\delta=14710-14157=553$, and the splitting is $192000/7303=26.3$ cm$^{-1}$, or 3.26 meV. The rough optical gap gives $192000/6600=29.1$ cm$^{-1}$, or 3.61 meV. Read backwards, a splitting of 29 over a gap of 6600 requires $v\zeta=\tfrac34\times29\times6600=1.436\times10^5$ cm$^{-2}$, against $1.440\times10^5$ used. That closeness is no test of the theory to three figures. The inputs have two figures, a fit may have this very splitting among its data, and the model with these inputs places the cubic gap at 7303, about 11% above the rough optical value relative to the latter. The sign, $2\bar A$ above $\bar E$ for $v>0$, and the size, between about 20 and 30 cm$^{-1}$, are what the formula supports. The extra digits in what follows describe the model, so that its parts can be compared, and not the crystal.

The isolation condition is met only moderately. With the computed gap, $v^2/\Delta=87.6$, $v\zeta/\Delta=19.7$ and $\zeta^2/\Delta=4.4$ cm$^{-1}$, and the largest ratio to $\delta$ is $87.6/553=0.16$. In the $20\times20$ model with pure $t_2^3$ wavefunctions and the computed term energies, the fourth-order terms are $a_4=-0.43$ and $b_4/\delta=+2.83$ cm$^{-1}$. The sum through fourth order is $26.29-0.43+2.83=28.69$, and exact diagonalization gives 28.35 cm$^{-1}$, the remaining $-0.34$ being sixth and higher order. The exact value of this model is $28.35-26.29=2.06$ cm$^{-1}$ above the second-order formula, 8% of the latter, and the $1/\delta$ term is the larger of the two fourth-order pieces.

In the full $d^3$ space the $t_2^3$ weights of the three lowest doublets are 0.974 for ${}^2E$, 0.983 for ${}^2T_1$ and 0.872 for ${}^2T_2$. The strong mixing of ${}^2T_2$ goes with its fall from 25250 to 21460, compared with the fall of ${}^2E$ from 15150 to 14157, and it is this difference that reduces $\Delta$ from 10100 to 7303. The path through the lowest ${}^2T_2$ contributes 24.84 cm$^{-1}$ to the $v$ part, which is 0.945 of the formula at the same gap. If only the $t_2^3$ components carried the two matrix elements, each would be reduced by the product of the two amplitudes and the cross term by the product of the weights, $0.974\times0.872=0.849$; the difference between 0.849 and 0.945 is supplied by the admixed configurations. The four higher ${}^2T_2$ terms add $0.79+0.41+0.06+0.05=1.31$ and the ${}^2T_1$ terms add $0.64+1.18+0.12=1.94$, for a $v$ part of 28.10 cm$^{-1}$, the rounded entries summing to 28.09. The lowest ${}^2T_2$ supplies $24.84/28.10=88\%$ of it, and the program asserts that this is the largest single $v$ contribution. For the second-order part in $v\zeta$ the statement that the splitting runs through ${}^2T_2$ holds well at the field strength of ruby; the higher orders, taken up below, are a separate matter.

The $v'$ part behaves differently. Its total is small, 0.89 cm$^{-1}$, but its terms are not. The ${}^2T_2$ terms give $11.02+2.14-2.87-0.12-0.02=10.15$ and the ${}^2T_1$ terms give $-12.23+7.02-4.04+0.04-0.05=-9.26$. The six larger entries, 2 to 12 cm$^{-1}$ in magnitude, are of the order $v'\zeta/10Dq=700\times180/18000=7$ cm$^{-1}$ expected from the power counting (for the lowest ${}^2T_2$ the $v'$ element is of order $v'\eta$, so the path gives $v'\zeta\eta/\Delta$, again of order $v'\zeta/10Dq$ because $\eta\,10Dq$ and $\Delta$ are both of the order of the Racah parameters), and the entry $-12.23$ through the lowest ${}^2T_1$ is far larger than the $v$ entry 0.64 through the same term, in line with the extra power of $\eta$ in the latter. The near cancellation of the sum is a numerical observation for these parameters; no symmetry reason for it is derived here. The remainder is sensitive to the Racah parameters: it is about $+2.6$ for $B=700$, $C=2800$ and about $-0.3$ cm$^{-1}$ for $B=600$, $C=3250$ (not printed by the program). Keeping the lowest ${}^2T_2$ alone with both fields would give $24.84+11.02=35.86$ cm$^{-1}$, against the complete second-order sum $28.10+0.89=28.99$ cm$^{-1}$. The program checks both sums against the exact $120\times120$ splitting, scaled down and symmetrized in the sign of the scale so that odd orders drop out, to 0.02 cm$^{-1}$. It also tests the strong-field limit: at $10Dq=10^6$ and $10^7$ cm$^{-1}$ the $v$ part is 19.169 and 19.026, approaching 19.01, and the $v'$ part is 0.035 and 0.004, both deviations falling about tenfold as a $1/Dq$ law requires.

Exact diagonalization of the $120\times120$ matrix with all parameters gives 28.83 cm$^{-1}$, or about 3.6 meV, within 0.16 of the second-order sum 28.99. This value moves by 1 to 2 cm$^{-1}$ under modest changes of the inputs: about 29.9 for $10Dq=17000$, 28.2 for $10Dq=19000$, 30.5 for $B=700$, $C=2800$, and 27.2 for $\zeta=170$ (not printed by the program). The output shows that this agreement does not reflect rapid convergence. With $v'=0$ the exact splitting is 23.21 cm$^{-1}$, which is $28.10-23.21=4.89$ below the second-order $v$ part, 17% of the latter, and the correction has the opposite sign to the $+2.06$ found inside $t_2^3$. Switching on $v'$ then raises the exact splitting by $28.83-23.21=5.62$ cm$^{-1}$, where second order gives 0.89. The higher-order terms without $v'$, $-4.89$, and those with $v'$, $5.62-0.89=+4.73$, nearly cancel for these inputs. One mechanism is available by derivation: the map $\Gamma$ is a symmetry of the half-filled $t_2$ shell and not of $d^3$, so third-order terms are allowed once configurations mix. Among them is the path ${}^2E\to{}^2T_2\to{}^2T_1\to{}^2E$, in which two steps of $V$ give a coupling of order $v^2/\Delta$ and the last step uses the mixing-induced spin-orbit element $\zeta\eta$. With $\eta\approx\sqrt{1-0.974}=0.16$ its size is of order $(87.6/553)\times180\times0.16\approx5$ cm$^{-1}$. The match with 4.89 should not be read as this path being the whole shift. Evaluated with the cubic eigenstates at $v'=0$, the path gives about $-5.2$ cm$^{-1}$ of a third-order total of about $-7.9$, and the shift $-4.89$ is the sum of about $-7.2$ from all odd orders and about $+2.3$ from the even orders above the second; these figures are not among those the program prints. The practical consequence does not depend on this resolution: for these inputs the two groups of higher-order terms, $-4.89$ and $+4.73$ cm$^{-1}$, are 17% and 16% of the exact splitting 28.83, and the single second-order $v'$ paths $+11.02$ and $-12.23$ are about 40% of it. At $v=800$, $\zeta=180$ cm$^{-1}$ and the computed $\Delta$, the exact splitting is 23.21 for $v'=0$ and 28.83 for $v'=700$, which is 12% below and 10% above the formula value 26.29. Within this model, for $v$ near 800 cm$^{-1}$ and $v'$ between 0 and 700 cm$^{-1}$, a value of $v\zeta$ extracted from the two red lines with the simple formula is therefore uncertain by roughly 10%, in a direction that depends on $v'$, before any uncertainty in $\Delta$ is counted. Outside that range of $v'$ the deviation is larger, about $+19\%$ at $v'=1000$ and $-27\%$ at $v'=-700$ cm$^{-1}$. It also grows as $v$ falls at fixed $v'$: with $v'=700$ and $\zeta=180$ it is about $+17\%$ at $v=600$ and $+30\%$ at $v=400$ cm$^{-1}$, and at $v=0$, where the formula gives zero, the exact splitting is about 4.7 cm$^{-1}$. These last figures are also not among those the program prints.

Several effects lie outside the model altogether. Covalency makes the radial functions of $t_2$ and $e$ differ, so that the spin-orbit constant within $t_2$, the only one in the coefficient $4/3$, need not equal the one between $t_2$ and $e$, which controls the mixing paths; it also frees $U-U'-2J$ from zero and so contributes to $\delta$ directly. Spin-spin and spin-other-orbit interactions and a trigonal distortion of the Coulomb integrals are omitted. Coupling to vibrations of $E$ symmetry could reduce an orbital operator such as $\chi$ by a Ham factor. In pure $t_2^3$ the linear coupling of this kind vanishes: an $E$ distortion shifts the three orbital energies by amounts that sum to zero, and every ${}^2E$ state has one electron in each orbital. For vibrations of $E$ symmetry a static treatment is therefore consistent at the same order, zeroth in $\eta$, as the coefficient $4/3$ itself. Vibrations of $T_2$ symmetry couple ${}^2E$ to ${}^2T_2$ as the trigonal field does and are not treated here.

## Table of computed values

```
inputs (cm^-1): 10Dq=18000 B=650 C=3100
inputs (cm^-1): zeta=180 v=800 vp=700 K=-v/3=-266.7
rough inputs (cm^-1): optical gap 6600, splitting 29
coefficient of v zeta/Delta in t2^3: 1.333333
pure t2^3: 9B+3C=15150, 15B+5C=25250, gap=10100 cm^-1
cubic d3: E(2E)=14157 E(2T1)=14710 E(2T2)=21460 cm^-1
Delta=7303, delta=553 cm^-1
t2^3 weights: 2E 0.974, 2T1 0.983, 2T2 0.872
4T2 first-order trigonal splitting: 400.0 cm^-1
v^2/Delta=87.6, v zeta/Delta=19.7, zeta^2/Delta=4.4 cm^-1
formula, gap 6B+2C: 19.01 cm^-1
formula, computed Delta: 26.29 cm^-1 = 3.259 meV
formula, rough optical gap: 29.09 cm^-1 = 3.607 meV
v zeta used: 1.440e+05; needed for rough splitting: 1.436e+05 cm^-2
t2^3 fourth order: a=-0.43, b/delta=2.83 cm^-1
exact 20x20 t2^3 splitting: 28.35 cm^-1
d3 cross term by intermediate term: gap, v part, vp part (cm^-1)
  2T2     7303    24.84    11.02
  2T2    17847     0.79     2.14
  2T2    27362     0.41    -2.87
  2T2    37264     0.06    -0.12
  2T2    56389     0.05    -0.02
  2T1      553     0.64   -12.23
  2T1    18188     1.18     7.02
  2T1    22840     0.12    -4.04
  2T1    35796     0.00     0.04
  2T1    42088     0.00    -0.05
lowest 2T2 v part / formula at computed Delta: 0.945
second-order sums: v 28.10, vp 0.89, total 28.99 cm^-1
10Dq=1e6: v part 19.169, vp part 0.035 cm^-1
10Dq=1e7: v part 19.026, vp part 0.004 cm^-1
exact 120x120, vp=0: 23.21 cm^-1
exact 120x120, full: 28.83 cm^-1 = 3.575 meV
```
